Silicon's longitudinal [110] nonlinearity parameter from its elastic constants

**Problem**

A plane longitudinal wave travels along [110] in an initially unstressed silicon crystal. Let X be the distance along [110] in the undeformed crystal, U(X,t) the displacement along the same direction, e = ∂U/∂X its gradient, and ρ the undeformed density. Subscripts X and t on U denote derivatives. To the first nonlinear order, and without losses, the wave obeys

ρ U_tt = K2 (1 − βe) U_XX.

This equation defines the nonlinearity parameter β. Some authors use half of it, or its negative.

The elastic energy φ per undeformed volume is expanded in the Lagrangian strain

η = (FᵀF − I)/2,

where F is the deformation gradient and I the unit matrix. The Voigt components are η1 = η11, η2 = η22, η3 = η33, η4 = 2η23, η5 = 2η13 and η6 = 2η12. The elastic constants are plain derivatives of φ with respect to these components at zero strain. Rough room-temperature data for silicon, rounded to 1 GPa in second order and 10 GPa in third, are

C11 = 166, C12 = 64, C44 = 80 GPa,
C111 = −830, C112 = −450, C166 = −310 GPa.

Find β. Then find the second harmonic of a 30 MHz wave of displacement amplitude 1 nm after 2 cm of travel, taking ρ = 2330 kg/m³.

**A tempting solution**

For a longitudinal strain h along [110], the cubic energy reduces to

φ = K2 h²/2 + K3 h³/6,

with K2 = 195 GPa and K3 = −1475 GPa; both values are derived below. Ultrasonic strains are tiny, so it seems safe to set h = e. The stress would then be

dφ/dh = K2 e + K3 e²/2,

and its derivative with respect to X would give

ρ U_tt = (K2 + K3 e) U_XX.

Comparison with the definition gives β = −K3/K2 = 7.56.

**Where it fails**

The reduced energy and both moduli are correct. The fault is the replacement of h by e. For this deformation the Lagrangian strain is h = e + e²/2. The term e²/2 is indeed small compared with e, but β measures a stress of order e², and K2 multiplied by e²/2 is of that same order. It cannot be dropped while K3e²/2 is kept.

A second omission accompanies the first. The derivative dφ/dh is the stress conjugate to Lagrangian strain. The momentum balance per undeformed volume needs the force per undeformed area, P = dφ/de. The two are related by

P = (dφ/dh)(dh/de) = (1 + e) dφ/dh.

Expanding the product gives

P = (1 + e)[K2(e + e²/2) + K3e²/2 + …]
= K2e + (K2/2 + K2 + K3/2)e² + ….

The strain measure supplies K2e²/2 and the conversion of stress supplies K2e². Together they make 3K2e²/2, which the tempting solution lost.

**The cubic energy**

Silicon has the cubic point group m3m, which contains the reflections of each cube axis and all permutations of the axes. Reflecting x reverses η5 and η6, reflecting y reverses η4 and η6, and reflecting z reverses η4 and η5. Up to third order, shear strains can therefore enter as squares or as the product η4η5η6. Permutations force equivalent terms to share one coefficient.

In second order this leaves three types of term: η1², η1η2 and η4². In third order it leaves six: η1³, η1²η2, η1η2η3, η1η4², η1η6² and η4η5η6. An independent count of invariants by group characters also gives three and six.

For the present deformation η3 = η4 = η5 = 0, as the next section shows. The terms that survive are

φ = C11(η1² + η2²)/2 + C12η1η2 + C44η6²/2
+ C111(η1³ + η2³)/6 + C112(η1²η2 + η1η2²)/2
+ C166(η1 + η2)η6²/2.

The denominators follow from the definition of the constants as derivatives. For example, differentiating C111η1³/6 three times with respect to η1 returns C111. The constant C166 multiplies a normal strain and the square of a shear whose plane contains that normal axis. Both η1 and η2 stand in this relation to η6.

**Reduction to one strain**

The unit vector along [110] is n = (1,1,0)/√2. A displacement along n that varies along n has the deformation gradient

F = I + e nnᵀ.

Since nᵀn = 1, the matrix nnᵀ equals its own square. Hence

FᵀF = I + 2e nnᵀ + e² nnᵀ,
η = h nnᵀ, h = e + e²/2.

The entries 11, 22, 12 and 21 of nnᵀ equal 1/2 and the others vanish. Therefore

η1 = η2 = h/2, η6 = 2η12 = h.

The second-order energy becomes

C11(h²/4 + h²/4)/2 + C12h²/4 + C44h²/2
= (h²/2)(C11 + C12 + 2C44)/2.

The third-order energy becomes

C111(h³/8 + h³/8)/6 + C112(h³/8 + h³/8)/2 + C166h³/2
= C111h³/24 + C112h³/8 + C166h³/2
= (h³/6)(C111 + 3C112 + 12C166)/4.

Thus φ = K2h²/2 + K3h³/6 with

K2 = (C11 + C12 + 2C44)/2,
K3 = (C111 + 3C112 + 12C166)/4.

**Stress and the wave equation**

To third order in e, h² = e² + e³ and h³ = e³. The energy is therefore

φ = K2e²/2 + (K2/2 + K3/6)e³ + ….

Consider a slab of undeformed length L and unit undeformed area. Raising the gradient by de moves one end by L de relative to the other. The longitudinal force does work PL de, while the lateral forces do none because the lateral dimensions are fixed. Equating this work to L dφ gives

P = dφ/de = K2e + (3K2 + K3)e²/2 + ….

No transverse force disturbs the motion. Two mirror planes contain [110]: one has its normal along [1,−1,0], the other along [001]. Each reflection leaves the longitudinal deformation unchanged but reverses the traction along its normal. A traction that must equal its own negative is zero.

Momentum balance for a thin slab reads ρU_tt = ∂P/∂X. Since ∂e/∂X = U_XX,

ρU_tt = [K2 + (3K2 + K3)e]U_XX
= K2[1 + (3 + K3/K2)e]U_XX.

Comparison with the definition gives

β = −3 − K3/K2.

**The value for silicon**

The second-order modulus is

K2 = (166 + 64 + 160)/2 = 195 GPa.

The three contributions to K3 are

C111/4 = −207.5 GPa,
3C112/4 = −337.5 GPa,
3C166 = −930 GPa,

with sum K3 = −1475 GPa. Hence K3/K2 = −7.564 and

β = −3 + 7.564 = 4.564 ≈ 4.6.

The tempting value 7.56 is too large by 66% of the correct one.

The sign has a direct meaning. The tangent modulus dP/de is K2(1 − βe), so with positive β the crystal stiffens in compression, where e < 0, and softens in tension. A compression e = −0.001 raises the tangent modulus by about 0.46% at this order.

The term −3 belongs to the choice of strain measure. Had the energy been expanded in e as K2e²/2 + G3e³/6, the cubic coefficient would have been

G3 = 3K2 + K3 = 585 − 1475 = −890 GPa,

and β = −G3/K2 = 4.564 again. The tempting formula would suit G3; it does not suit constants defined with Lagrangian strain. In the limit K3 = 0 the correct formula gives β = −3: an energy quadratic in Lagrangian strain still gives a nonlinear wave.

The direction also matters. Along [100] the one nonzero strain is η1 = h, so K2 is replaced by C11 and K3 by C111. The same expansion in e gives

β[100] = −3 − C111/C11 = −3 + 830/166 = 2.00.

With these data, then, the parameter along [110] is more than twice that along [100].

**The second harmonic**

Let the face X = 0 move as U = −A sin ωt. With c0 = √(K2/ρ), k = ω/c0 and ψ = kX − ωt, the linear wave is U1 = A sin ψ. Write U = U1 + U2, where U2 is of order A². The terms of that order obey

U2_tt − c0²U2_XX = −βc0² U1_X U1_XX.

Because U1_X = Ak cos ψ and U1_XX = −Ak² sin ψ, the right side is

βc0²A²k³ sin ψ cos ψ = (βc0²A²k³/2) sin 2ψ.

This source travels at the speed of a free wave of frequency 2ω, so a response growing with distance is expected. Try U2 = BX cos 2ψ. Its derivatives are

U2_XX = −4kB sin 2ψ − 4k²BX cos 2ψ,
U2_tt = −4ω²BX cos 2ψ.

Since ω = c0k, the terms proportional to X cancel on the left side, leaving 4kc0²B sin 2ψ. Therefore B = βA²k²/8 and

U2 = (βk²A²X/8) cos 2ψ.

This vanishes at X = 0, as the prescribed motion requires. A static displacement proportional to X may be added, because it also satisfies the linear equation and vanishes at X = 0. It depends on the state ahead of the wave or, once the wave has reached it, on the condition at the far end. It does not change the harmonic at this order.

For the example,

c0 = √(195 × 10⁹/2330) = 9148 m/s,
k = 2π(30 × 10⁶)/9148 = 2.060 × 10⁴ m⁻¹.

The peak gradient is kA = 2.06 × 10⁻⁵. The harmonic amplitude is

A2 = 4.564 × (2.060 × 10⁴)² × (10⁻⁹)² × 0.02/8 m = 4.84 pm.

The tempting β would have predicted 8.0 pm.

**How far the harmonic formula reaches**

Linear growth cannot continue indefinitely. Let v = U_t. The exact relations are e_t = v_X and ρv_t = P_X. In a wave running one way into undisturbed crystal, take v to be a function of e. The relations become e_t = v′e_X and v′e_t = c²e_X, where v′ = dv/de and c² = (dP/de)/ρ. They agree if v′ = −c for a forward wave, so

e_t + c(e)e_X = 0.

Each value of e thus travels at its own speed c(e) ≈ c0(1 − βe/2). A value leaving the face at time s arrives at

t = s + X/c(e) ≈ s + (X/c0)(1 + βe/2).

At the face, e ≈ Ak cos ωs, whose most negative rate of change is −Akω. Neighbouring values first arrive together when dt/ds = 0, which gives the steepening distance

Xs = 2c0/(βAkω) = 2/(βk²A) = 1.03 m.

The 2 cm path is about 2% of this distance. Following the arrival times numerically, with the third-order energy and the full relation between h and e, gives a harmonic of 4.8436 pm against 4.8442 pm from the leading formula. The difference is −0.0125% of the latter.

**Uncertainty and neglected effects**

Rounding of the six inputs alone allows β from 4.42 to 4.71. An assumed allowance of 1% in the second-order and 5% in the third-order constants widens this to 4.11–5.02. The constant C166 deserves the most care: it supplies 63% of K3, and a 5% change in it moves β by 0.05 × 930/195 = 0.24.

Diffraction depends strongly on the source profile; it is small for a smooth beam. Take a Gaussian beam with amplitude radius w = 5 mm at X = 0. Its transverse wave-number spectrum is proportional to exp(−q²w²/4). If the phase speed at a small angle α from [110] is c0(1 + aα²/2), the forward wave number is k cos α/(1 + aα²/2) ≈ k − gq²/(2k), with g = 1 + a and q ≈ kα. The Gaussian integral over q then multiplies the axial amplitude by

[1 + (gX/XR)²]^(−1/4), XR = kw²/2 = 0.258 m,

for each transverse direction. The linear elastic wave equation gives g = 0.525 toward [1,−1,0] and 1.335 toward [001]. The resulting loss of the fundamental on the axis is 0.31%; the harmonic on the axis loses about 0.4%. A flat disc transducer with a sharp edge behaves differently. For radius R = 5 mm and an equal receiver, the averaged fundamental in an isotropic medium is multiplied by |1 − exp(−ix)[J0(x) + iJ1(x)]|, where J0 and J1 are Bessel functions and x = kR²/X ≈ 26, a loss of about 10%. With the anisotropy included, the averaged harmonic loses roughly 13%, and a β inferred from the received amplitudes without correction is about 7% too high.

Thermal conditions affect the constants themselves. Let θ be the temperature change from T = 300 K, c the specific heat, b the thermal stress per kelvin at zero strain and K2′ = dK2/dT. Treating b, c, K2′ and K3 as constants, and dropping a small term in θ³, take the free energy

(K2 + K2′θ)h²/2 + K3h³/6 − bhθ − ρcθ²/(2T).

Constant entropy requires

θ = −(T/ρc)(bh − K2′h²/2).

The stress conjugate to h is (K2 + K2′θ)h + K3h²/2 − bθ. Inserting θ and collecting powers of h gives the adiabatic-minus-isothermal differences

δK2 = Tb²/(ρc), δK3 = −3K2′Tb/(ρc).

With rough values c = 700 J/(kg K), linear expansion 2.6 × 10⁻⁶ K⁻¹ and K2′ = −0.02 GPa/K, the thermal stress is b = 2.6 × 10⁻⁶(C11 + 2C12) = 0.76 MPa/K. The differences are 0.11 GPa in K2 and 8.4 GPa in K3. If all inputs were isothermal, converting them would change β by about −0.05. Here K2′ is the slope at fixed strain. If −0.02 GPa/K is instead the slope of a crystal free to expand, about a quarter of it comes from the expansion itself; δK3 is then nearer 6 GPa and the change in β nearer −0.04. Separately, if the same slope K2′ is used for a crystal free to expand, which neglects the effect of thermal expansion on K2, warming by 50 K lowers K2 by 1 GPa and raises β by 0.04 at fixed K3.

Attenuation can be estimated in order of magnitude. Groups of phonons respond differently to strain and relax toward one another. Taking b = ρc for a group in the formula for δK2 suggests a relaxing modulus M = ρcT. The relaxation time follows from a thermal conductivity κ = 150 W/(m K), a rough value, as τ = 3κ/(ρc c0²) = 3.3 ps. Since ωτ is small, the lossy part of the modulus is Mωτ, and the amplitude attenuation is

γ = Mω²τ/(2K2c0) ≈ 0.016 m⁻¹.

In this model γ grows as ω², so the harmonic decays at rate 4γ while its source, proportional to the squared fundamental, decays at 2γ. Averaging over the points of generation gives a fractional loss of about γX + 2γX = 3γX, or 0.1%. These figures fix only the order of magnitude. Using the Debye-averaged phonon speed, about 5900 m/s, in place of c0 in τ gives 7.9 ps, γ ≈ 0.04 m⁻¹ and a loss of 0.2%, and the modulus M = ρcT rests on an assumed unit spread in the response of the phonon groups.

**Comparison with a real measurement**

The frequency, amplitude and path are of the kind used in harmonic-generation experiments on silicon, where β along [110] is found to be roughly 5, a one-figure value. Such an experiment infers β = 8A2/(k²A²X), so a 5% error in the absolute fundamental amplitude changes β by about 10%, far more than the attenuation or the diffraction of a Gaussian beam, but comparable to the uncorrected diffraction of a disc transducer, which a real measurement must allow for. Heavy doping, defects or prestress can change the effective constants, so the values used here need not apply to such crystals. A 1% fall in K2 at fixed K3, for instance, raises β by 0.08. For the stated data the result is β ≈ 4.6, with an uncertainty of about 0.5 under the wider input allowance. Most of the values behind these estimates are in the numerical output below.

Numbers as computed

```
Rough silicon inputs and [110] result
C11, C12, C44 = 166, 64, 80 GPa
C111, C112, C166 = -830, -450, -310 GPa
independent constants: order 2 = 3, order 3 = 6
K2 = 195.0 GPa
C111 contribution to K3 = -207.5 GPa
C112 contribution to K3 = -337.5 GPa
C166 contribution to K3 = -930.0 GPa
K3 = -1475.0 GPa
K3/K2 = -7.5641 (dimensionless)
beta [110] = 4.5641, rounded 4.6 (dimensionless)
beta [100] for comparison = 2.00 (dimensionless)
beta rounding interval = 4.42 to 4.71
beta wider allowance = 4.11 to 5.02
Wider allowance: 1% in second-order, 5% in third-order constants
Harmonic-generation example
density = 2330 kg/m3
frequency = 30 MHz
fundamental amplitude = 1.0 nm
distance = 2.0 cm
longitudinal speed = 9148.3 m/s
wave number = 20604.5 1/m
peak displacement gradient = 2.060e-05
second harmonic, leading formula = 4.8442 pm
second harmonic, characteristics = 4.8436 pm
steepening distance = 1.032 m
finite-distance correction = -0.0125 %
Sizes of neglected effects (rough inputs)
Gaussian beam radius = 5.0 mm
slowness curvature toward [1,-1,0] = 0.525
slowness curvature toward [001] = 1.335
fundamental diffraction loss = 0.308 %
temperature = 300 K
linear thermal expansion = 2.6e-06 1/K
specific heat = 700 J/(kg K)
K2 temperature slope = -0.020 GPa/K
thermal stress coefficient = 0.764 MPa/K
adiabatic minus isothermal K2 = 0.107 GPa
adiabatic minus isothermal K3 = 8.44 GPa
corresponding beta shift = -0.047
beta shift for 50 K warming, K2 only = 0.039
thermal conductivity = 150 W/(m K)
phonon relaxation time = 3.30 ps
estimated amplitude attenuation = 0.016 1/m
second-harmonic attenuation loss = 0.096 %
```
